# Exponent relation for conserved surface growth with nonconserved deposition noise

## Definitions and conventions

A surface is described by its height \(h(\mathbf x,t)\) over a \(d\)-dimensional periodic substrate of side \(L\). It starts flat, and the height is measured from its mean growth. Atoms that have landed may move along the surface, but they do not leave it and they enclose no voids. Volume then changes only by deposition, and

\[
\frac{\partial h}{\partial t}=-\nabla\cdot\mathbf j+\eta ,\qquad
\langle\eta(\mathbf x,t)\,\eta(\mathbf x',t')\rangle=2D\,\delta^d(\mathbf x-\mathbf x')\,\delta(t-t'). \tag{1}
\]

The current \(\mathbf j\) may depend on the surface in any way, linear or nonlinear, and may itself fluctuate. The noise \(\eta\) has zero mean, and its strength \(D\) does not depend on the surface. It is nonconserved because each arriving atom adds volume.

With \(h_{\mathbf k}=\int d^dx\,e^{-i\mathbf k\cdot\mathbf x}h\), the height spectrum is

\[
S(k,t)=\frac{\langle|h_{\mathbf k}|^2\rangle}{L^d},\qquad \mathbf k\neq0 . \tag{2}
\]

The limit \(k\to0\) is taken after \(L\to\infty\), at fixed \(t\). The roughness exponent \(\alpha>0\) and the dynamic exponent \(z\) are defined by the scaling form

\[
S(k,t)=k^{-(2\alpha+d)}\,s(k^zt), \tag{3}
\]

where \(s(u)\) tends to a constant for \(u\to\infty\). The stationary spectrum is then \(k^{-(2\alpha+d)}\). Summed over modes down to \(k\sim1/L\), it gives a stationary height variance proportional to \(L^{2\alpha}\).

Two assumptions carry the result. The first concerns the time-integrated current \(\mathbf J=\int_0^t\mathbf j\,dt'\), whose spectrum is \(C_J(k,t)=\langle|\mathbf J_{\mathbf k}|^2\rangle/L^d\):

\[
k^2C_J(k,t)\to0\quad\text{as }k\to0\text{ at fixed }t. \tag{4}
\]

The second is that the form (3) holds at large \(t\) for all small \(k\), including the limit \(k\to0\) at fixed \(t\). Under these assumptions

\[
z=2\alpha+d . \tag{5}
\]

Assumption (4) holds when the fluctuations \(\delta\mathbf J\) about the mean have summable correlations. For \(\mathbf k\ne0\) a uniform mean current drops out, so \(C_J\) is the Fourier transform of \(\langle\delta\mathbf J(0)\cdot\delta\mathbf J(\mathbf r)\rangle\). Its magnitude is at most \(\int d^dr\,|\langle\delta\mathbf J(0)\cdot\delta\mathbf J(\mathbf r)\rangle|\). If this integral is finite, the factor \(k^2\) takes the product to zero.

## The long-wave spectrum is set by deposition

The Fourier transform of (1), integrated from the flat start, is

\[
h_{\mathbf k}(t)=N_{\mathbf k}(t)-i\mathbf k\cdot\mathbf J_{\mathbf k}(t),\qquad N_{\mathbf k}(t)=\int_0^t\eta_{\mathbf k}(t')\,dt'. \tag{6}
\]

From (1), \(\langle\eta_{\mathbf k}(t')\eta^*_{\mathbf k}(t'')\rangle=2DL^d\delta(t'-t'')\), because the double integral over positions reduces to \(\int d^dx=L^d\). One time integral removes the delta function and the other gives \(t\):

\[
\frac{\langle|N_{\mathbf k}|^2\rangle}{L^d}=2Dt . \tag{7}
\]

The current is not independent of the noise, since it responds to the surface that the noise has made. The cross term in \(\langle|h_{\mathbf k}|^2\rangle\) therefore cannot be dropped, but it can be bounded. Define \(\|X\|=\sqrt{\langle|X|^2\rangle/L^d}\). The Cauchy–Schwarz inequality gives

\[
\|X+Y\|^2\le\|X\|^2+2\|X\|\,\|Y\|+\|Y\|^2=(\|X\|+\|Y\|)^2 . \tag{8}
\]

With \(X=N_{\mathbf k}\) and \(Y=-i\mathbf k\cdot\mathbf J_{\mathbf k}\), this reads \(\|h_{\mathbf k}\|\le\|N_{\mathbf k}\|+\|\mathbf k\cdot\mathbf J_{\mathbf k}\|\). With \(X=h_{\mathbf k}\) and \(Y=+i\mathbf k\cdot\mathbf J_{\mathbf k}\), it reads \(\|N_{\mathbf k}\|\le\|h_{\mathbf k}\|+\|\mathbf k\cdot\mathbf J_{\mathbf k}\|\). Since \(|\mathbf k\cdot\mathbf J_{\mathbf k}|\le k|\mathbf J_{\mathbf k}|\), the two together give

\[
\left|\sqrt{S(k,t)}-\sqrt{2Dt}\right|\le k\sqrt{C_J(k,t)} . \tag{9}
\]

By (4) the right side vanishes for \(k\to0\), so

\[
\lim_{k\to0}S(k,t)=2Dt . \tag{10}
\]

No expansion in the nonlinearity has been made. Physically, a current changes the volume above a large region only through the region's boundary, while deposition noise acts over its whole area.

## From the noise law to the exponents

Let \(u=k^zt\), so that \(k=(u/t)^{1/z}\). Substitution in (3) gives

\[
S=t^{(2\alpha+d)/z}\,g(u),\qquad g(u)=u^{-(2\alpha+d)/z}\,s(u). \tag{11}
\]

At fixed \(t\), \(k\to0\) means \(u\to0\). By (10) the limit of \(S\) is finite and nonzero, so \(g(0)\) is finite and nonzero, and

\[
g(0)\,t^{(2\alpha+d)/z}=2Dt . \tag{12}
\]

This holds over a range of large times, so the powers of \(t\) must agree: \((2\alpha+d)/z=1\), which is (5), and \(g(0)=2D\).

The growth exponent follows as well. On an infinite substrate the height variance is \(w^2=\int d^dk\,S/(2\pi)^d\). With \(k=t^{-1/z}y\),

\[
w^2=t^{2\alpha/z}\int\frac{d^dy}{(2\pi)^d}\,y^{-(2\alpha+d)}s(y^z). \tag{13}
\]

At small \(y\) the integrand tends to the constant \(2D\). At large \(y\) it falls as \(y^{-(2\alpha+d)}\), which is integrable for \(\alpha>0\). Hence \(w\sim t^\beta\) with

\[
\beta=\frac{\alpha}{z}=\frac{\alpha}{2\alpha+d}. \tag{14}
\]

One exponent remains free, and the particular current must supply it.

## What is and is not renormalised

In a renormalisation step one sets \(\mathbf x=b\mathbf x'\), \(t=b^zt'\) and \(h=b^\alpha h'\). Equation (1) for \(h'\) then has the noise \(\eta'=b^{z-\alpha}\eta\). The delta functions contribute \(b^{-d-z}\), so the new strength is

\[
D'=b^{2(z-\alpha)-d-z}D=b^{\,z-2\alpha-d}D . \tag{15}
\]

If eliminating short waves adds nothing to \(D\), a fixed point with finite \(D\) requires (5).

The difference between conserved and nonconserved dynamics shows already at leading order. Consider the nonlinear terms \(\tfrac{\lambda}{2}(\nabla h)^2\) of the Kardar–Parisi–Zhang (KPZ) equation and \(\tfrac{\lambda}{2}\nabla^2(\nabla h)^2\) of its conserved counterpart. Treat the short waves in a shell of wavenumbers \(q\) as Gaussian, with stationary spectrum \(S_q\) and correlation \(S_qe^{-\Gamma_q|t|}\). The zero-frequency power of \((\nabla h)^2\) at \(k\to0\) is

\[
2\int_{\rm shell}\frac{d^dq}{(2\pi)^d}\,q^4S_q^2\int_{-\infty}^{\infty}dt\,e^{-2\Gamma_q|t|}
=2\int_{\rm shell}\frac{d^dq}{(2\pi)^d}\,\frac{q^4S_q^2}{\Gamma_q}. \tag{16}
\]

The factor 2 counts the two pairings of the fields. The KPZ equation has linear term \(\nu\nabla^2h\), so \(\Gamma_q=\nu q^2\) and \(S_q=D/(\nu q^2)\). Multiplying (16) by \(\lambda^2/4\) gives a positive constant added to \(2D\):

\[
\delta(2D)_{\rm KPZ}=\frac{\lambda^2D^2}{2\nu^3}\int_{\rm shell}\frac{d^dq}{(2\pi)^d}\,q^{-2}. \tag{17}
\]

In the conserved equation the linear term is \(-\kappa\nabla^4h\), with \(\Gamma_q=\kappa q^4\) and \(S_q=D/(\kappa q^4)\). The outer Laplacian contributes \(k^4\) to the power:

\[
\delta(2D)_{\rm cons}=k^4\,\frac{\lambda^2D^2}{2\kappa^3}\int_{\rm shell}\frac{d^dq}{(2\pi)^d}\,q^{-8}. \tag{18}
\]

The shell excludes \(q=0\), so the integral is finite and no constant is added to \(D\).

This does not make the current negligible at all times. If the shells are extended down to \(q\sim k\), the integral in (18) grows as \(k^{d-8}\) for \(d<8\), and the correction becomes of order \(k^{d-4}\), which is not small for \(d<4\). Inequality (9) says the same without perturbation theory. At fixed \(k\) and late times \(S\) saturates while \(2Dt\) grows, so \(k\sqrt{C_J}\ge\sqrt{2Dt}-\sqrt S\) must grow too: the current cancels the accumulated noise. The noise law belongs to \(k\to0\) at fixed \(t\). At \(k^zt\sim1\) the current can alter amplitudes, but the exponent relation has already been fixed.

## Linear cases

Let each mode relax at the rate \(\kappa k^m\), and let the noise spectrum be \(2Dk^p\), where \(p=0\) is deposition noise. Then

\[
\frac{\partial S}{\partial t}=-2\kappa k^mS+2Dk^p,\qquad
S=\frac{D}{\kappa}\,k^{p-m}\left(1-e^{-2\kappa k^mt}\right). \tag{19}
\]

Comparison with (3) gives \(z=m\) and \(2\alpha+d=m-p\), so that

\[
z=2\alpha+d+p,\qquad \alpha=\frac{m-p-d}{2}, \tag{20}
\]

provided \(\alpha>0\). For \(p=0\) this confirms (5). For noise that only moves atoms about, \(p=2\) and the relation changes: at \(k\to0\) the spectrum starts as \(2Dk^2t\), and the limit (10) is zero.

Sums over lattice modes test (20) through the total height variance. Here \(\alpha\) comes from the saturated variance at two sizes differing by a factor of two, and \(z\) from the times needed to reach half of it. For \(d=2\), \(m=4\), \(p=0\) they give \(z=3.999\) and \(2\alpha+d=4.000\). For \(d=1\), \(m=4\), \(p=2\) they give \(z=3.986\) and \(2\alpha+d=2.003\), which differ by \(p\) as they should.

## Tests on nonlinear and atomistic growth

In the Wolf–Villain model an atom lands on a random column and moves to a neighbouring column if it finds more lateral bonds there. On 128 sites, after 20 layers and averaged over 3000 runs, the spectrum of the three longest waves is 0.988 times the shot-noise value. The sampling error is about one per cent, and at these finite wavenumbers the current may still shift the spectrum slightly, so the result is consistent with the limit (10). The current part, obtained by subtracting the landing map from the height, has 0.00103 of the shot-noise power at the longest wave. It is 4.10 times larger at twice that wavenumber, close to the factor 4 expected for constant \(C_J\).

In ballistic deposition an atom sticks at first contact and can leave a void below it. Height is then no longer deposited volume, and (1) does not apply. On the same lattice and at the same coverage the spectrum is 6.93 times the shot-noise value. Part of this is a change of scale: the mean height rises by about 1.9 units per atom, which alone multiplies the spectrum by about 3.7, and the remaining excess is a factor of about 1.9.

The exponents were measured for a nonlinear conserved equation in \(d=1\),

\[
\frac{\partial h}{\partial t}=-\partial_x^4h+\frac{\lambda}{2}\,\partial_x^2f+\eta,\qquad
f=\frac{(\partial_xh)^2}{1+0.1(\partial_xh)^2}, \tag{21}
\]

with \(D=1\), \(\lambda=2\) and unit lattice spacing. The bound on \(f\) limits the nonlinear term at steep slopes and leaves the conservation law intact. The longest wave has \(k_1=2\pi/L\), so its stationary spectrum grows as \(L^{2\alpha+d}\), and the half-time of its stationary correlation grows as \(L^z\). From \(L=8\) to \(L=32\) the spectrum rises from 2.538 to 189.7 and the half-time from 1.67 to 119:

\[
2\alpha+d=\frac{\ln(189.7/2.538)}{\ln4}=3.11,\qquad
z=\frac{\ln(119/1.67)}{\ln4}=3.08 . \tag{22}
\]

The linear equation would give 4 for both in the continuum. On these lattices \(k_1^2\) is replaced by \(4\sin^2(\pi/L)\), which lowers the linear value to about 3.9. The nonlinearity has thus changed both exponents substantially, while their difference is only 0.03. These are effective exponents of small systems, not asymptotic values, and each carries a sampling error of a few hundredths.

The control is the KPZ equation, \(\partial_th=\partial_x^2h+\tfrac{\lambda}{2}f+\eta\), with \(\lambda=4\) and the same \(D\) and \(f\). From \(L=16\) to \(L=64\) it gives \(2\alpha+d=1.96\) but \(z=1.48\). The relation fails there, as (17) leads one to expect.

## Worked example: a 100 nm film

The parameters are roughly those of low-temperature silicon homoepitaxy: growth rate \(v=0.1\) nm/s, atomic volume \(\Omega=0.02\) nm³, temperature 573 K (300 °C) and duration \(t=1000\) s. Smoothing is taken as linear, with \(d=2\), \(m=4\) and the round model value \(\kappa=0.1\) nm⁴/s.

The noise strength follows from counting atoms. If \(M\) atoms land at independent random points \(\mathbf x_n\), then \(N_{\mathbf k}=\Omega\sum_ne^{-i\mathbf k\cdot\mathbf x_n}\). For \(\mathbf k\neq0\) the cross terms average to zero, which leaves \(\langle|N_{\mathbf k}|^2\rangle=\Omega^2M\). The deposited volume is \(M\Omega=vtL^2\), so (7) gives

\[
2D=v\Omega=0.1\times0.02=0.002\ \text{nm}^4/\text{s},\qquad 2Dt=2.0\ \text{nm}^4 . \tag{23}
\]

The variance follows from (19). With \(q=k^2\) and \(a=2\kappa t\),

\[
w^2=\frac{D}{2\pi\kappa}\int_0^\infty\frac{dk}{k^3}\left(1-e^{-ak^4}\right)
=\frac{D}{4\pi\kappa}\int_0^\infty\frac{dq}{q^2}\left(1-e^{-aq^2}\right). \tag{24}
\]

Integration by parts has vanishing boundary terms and turns the last integral into \(2a\int_0^\infty e^{-aq^2}dq=\sqrt{\pi a}\). Therefore

\[
w^2=\frac{D\sqrt{2\pi\kappa t}}{4\pi\kappa}=D\sqrt{\frac{t}{8\pi\kappa}} . \tag{25}
\]

With \(D=0.001\) nm⁴/s this is \(0.001\sqrt{1000/2.51}=0.020\) nm², or \(w=0.14\) nm. Direct quadrature of the spectrum agrees. The correlation length is \((\kappa t)^{1/4}=100^{1/4}=3.2\) nm. The mean height of a box of side \(\ell\) much larger than this has rms fluctuation \(\sqrt{2Dt}/\ell\), which is 0.0014 nm for \(\ell=1000\) nm and, to leading order in the correlation length divided by \(\ell\), does not depend on \(\kappa\).

Equation (25) gives \(w\sim t^{1/4}\), in agreement with (14) for \(\alpha=1\). At fixed rate and temperature, a tenfold thickness then multiplies the roughness by 1.78. If the current instead led to \(\alpha=2/3\), taken here as an assumed value, (5) would give \(z=3.33\), \(\beta=0.20\) and a factor of 1.58.

## Comparison with a real film

The growth rate and temperature are typical only in a rough sense, and \(\kappa\) is not a measured value. The roughness found is about one layer height, \(\Omega/(0.38\ \text{nm})^2\approx0.14\) nm for a site spacing of 0.38 nm. A continuum height is therefore a coarse description.

Of the omissions estimated here, the most serious is the uphill current caused by step-edge barriers. Suppose it is \(\mathbf j=v\ell_u\nabla h\), with an uphill length \(\ell_u\) equal to one site spacing. A mode then grows at the rate \(v\ell_uk^2-\kappa k^4\). The maximum lies at \(k^2=v\ell_u/(2\kappa)\) and equals \((v\ell_u)^2/(4\kappa)\). Over the deposition time the amplitude gains

\[
\exp\!\left[\frac{(0.1\times0.38)^2\times1000}{4\times0.1}\right]=e^{3.61}\approx37 . \tag{26}
\]

This is the gain of the fastest mode alone. With noise fed in from a flat start and all modes summed, the linear model gives \(w\approx2.0\) nm, about 14 times the stable value, and an rms slope near 0.9, where a current linear in the slope is no longer adequate. An uphill length of 0.20 nm already gives the fastest mode one factor of \(e\) and doubles \(w\). The value 0.14 nm is therefore not a prediction for a film with such barriers. The current is still conserved and (10) survives, but in this linear model the unstable modes never saturate, so the scaling form (3) fails and (5) cannot be inferred.

Other omissions matter less for the noise-driven roughness:

- **Thermal noise.** Diffusion noise is conserved. For an assumed surface stiffness of 1 J/m², and with waves cut off at \(k=\pi/(0.38\ \text{nm})\), it adds 0.23 of the shot-noise variance, which raises \(w\) by about 11 per cent. The added variance depends logarithmically on this cutoff. A finite stiffness describes a thermally rough surface; a silicon facet at this temperature is below its roughening temperature, so the figure is a model estimate only.
- **Desorption.** With a barrier of 3 eV and \(10^{13}\) attempts per second, about \(4\times10^{-11}\) layers are lost.
- **Conserved nonlinearity.** For \(\lambda=v\ell_h^2\) with an assumed hop length \(\ell_h=1\) nm, the dimensionless strength \(\lambda^2D\sqrt{\kappa t}/\kappa^3\) is 0.10. This suggests a weak effect here, but the strength grows as \(\sqrt t\).

A flux that varies by one per cent across the wafer produces a height difference of 1 nm, seven times the calculated roughness. It is a smooth, deterministic profile and must be subtracted before a measured long-wave spectrum is compared with (10).

## Where the relation fails

Each failure can be traced to an assumption. A nonconserved term such as \(\tfrac{\lambda}{2}(\nabla h)^2\) carries no factor \(k\) in (6). A term \(-h/\tau\) that pulls the height back to a fixed level makes \(S(0,t)=D\tau(1-e^{-2t/\tau})\), which saturates instead of growing as \(2Dt\). Evaporation is not such a term, since it does not depend on the absolute height. It breaks the assumption that atoms stay on the surface and brings nonconserved noise of its own, so the long-wave spectrum keeps growing but is no longer fixed by deposition alone. Currents correlated over such long distances that \(k^2C_J\) stays finite violate (4). Deposition noise with spectrum \(2Dk^p\) replaces (5) by (20) in the linear case. An instability can remove the scaling form even when volume is conserved. A measured pair of exponents that violates (5) by more than its measurement error therefore shows that at least one assumption fails, or that the data are not yet in the scaling regime; it does not by itself show which.

The numerical output below lists the computed values.

## Numbers as computed

```
Atomistic runs: 128 sites, 20 layers, 3000 replicas
Wolf-Villain: S(small k)/shot noise = 0.988
Wolf-Villain: current part/shot noise at k1 = 0.00103
Wolf-Villain: current part, k2 over k1 = 4.10 (k^2: 4)
Ballistic deposition: S(small k)/shot noise = 6.93
Conserved nonlinear, L=8: S(k1)=2.538, half-time=1.67 (model units)
Conserved nonlinear, L=16: S(k1)=23.13, half-time=15.16 (model units)
Conserved nonlinear, L=32: S(k1)=189.7, half-time=119 (model units)
Conserved nonlinear: 2*alpha+d = 3.11, z = 3.08, difference = 0.03
KPZ control, L=16: S(k1)=5.713, half-time=2.45 (model units)
KPZ control, L=32: S(k1)=22.49, half-time=6.97 (model units)
KPZ control, L=64: S(k1)=86.72, half-time=18.97 (model units)
KPZ control: 2*alpha+d = 1.96, z = 1.48, difference = 0.49
Linear d=1, rate k^2, noise k^0: alpha=0.502, z=1.992, 2*alpha+d=2.003
Linear d=1, rate k^4, noise k^0: alpha=1.500, z=4.000, 2*alpha+d=4.000
Linear d=2, rate k^4, noise k^0: alpha=1.000, z=3.999, 2*alpha+d=4.000
Linear d=1, rate k^4, noise k^2: alpha=0.502, z=3.986, 2*alpha+d=2.003
Film: v=0.1 nm/s, atom volume=0.02 nm^3, t=1000 s, thickness=100 nm
Film: kappa=0.1 nm^4/s, T=573 K, kT=0.0494 eV
Noise strength 2D = 0.0020 nm^4/s
Correlation length (kappa*t)^(1/4) = 3.16 nm
Rms roughness: closed form 0.1412 nm, quadrature 0.1412 nm
Rms roughness with lattice cutoff = 0.1412 nm
Long-wave spectrum 2Dt = 2.00 nm^4
Rms of mean height in a 1000 nm box = 0.00141 nm
d=2, alpha=1.000: z=4.000, beta=0.250, roughness factor per tenfold thickness=1.78
d=2, alpha=0.667: z=3.333, beta=0.200, roughness factor per tenfold thickness=1.58
Neglected thermal noise: stiffness=1.0 J/m^2, variance/shot variance = 0.23
Neglected desorption: barrier=3.0 eV, attempts=1e+13 /s, lost layers=4.1e-11
Neglected flux spread of 1 %: height difference = 1.00 nm
Neglected uphill current, length 0.38 nm: fastest mode gains exp(3.61)
Uphill length that gives one e-fold = 0.20 nm
Neglected nonlinearity: lambda=v*l^2=0.10 nm^3/s (l=1.0 nm), lambda^2*D*xi^2/kappa^3 = 0.10
```
